# Voltage of a Concentration Cell with a Thousandfold Ion-Activity Ratio

## The problem

An insulating film 20 nm thick separates two flat electrodes of the same pure metal M. The film contains monovalent ions M$^+$ and monovalent negative counter-ions. At electrode 1 the activity of M$^+$ is $a_1=0.001$; at electrode 2 it is $a_2=1$. Both electrodes exchange ions with the film through

$$
\mathrm{M}\;\rightleftharpoons\;\mathrm{M}^+ + \mathrm{e}^- .
$$

The temperature is 300 K everywhere. The two ion species are mobile and have equal conductivities, so each would carry half of an ionic current at uniform activity. Electrons cannot cross the film, and no current is drawn.

1. What voltage stands between the electrodes, and which electrode is positive?
2. What happens to the voltage if the shares are unequal, and in particular if M$^+$ alone can move?
3. Which electrode dissolves when the two are joined by a wire?
4. How does the answer change if one electrode is the sharp tip of a metal filament?

The elementary charge $e$ is positive, so an electron carries $-e$. The voltage is $V=\phi_2-\phi_1$, where $\phi_1$ and $\phi_2$ are the electric potentials inside the two metals. Because the metals are identical, a voltmeter with a very high resistance reads this difference.

## A first estimate by scaling

The cell has no battery chemistry in the usual sense: the same metal and the same reaction occur on both sides. What differs is the activity of the ions. The tendency of ions to spread out is thermal, so the natural energy per ion is $kT$, with $k$ the Boltzmann constant. The natural voltage is $kT/e$, roughly $1/40$ V at room temperature.

Assume that the voltage depends on the activities only through their ratio $r=a_2/a_1$, which holds when the shares of the two ions do not vary with activity. The form of this dependence then follows from placing cells in series. Suppose one cell has ratio $r_1$ and a second has ratio $r_2$, with the rich side of the first at the same activity as the poor side of the second. The two facing electrodes are then equivalent and can be connected without changing anything. The outer electrodes see the ratio $r_1r_2$, while the voltages add:

$$
V(r_1r_2)=V(r_1)+V(r_2).
$$

A smooth function that turns products into sums is a logarithm, so $V$ is a constant times $\ln r$. Scaling suggests that the constant is about $kT/e$, but cannot supply a pure number in front of it. Taking that number as one gives

$$
V\sim\frac{kT}{e}\ln r .
$$

One factor of ten is about 2.3 factors of 2.718, so three factors of ten make about 7. The estimate is $7\times0.025\ \mathrm{V}=0.175$ V. It leaves open the sign, the numerical factor and the role of the counter-ions.

## The exact solution within the model

### Why the activity enters as a logarithm

The chemical potential $\mu_+$ is the free energy needed to add one ion, leaving out its electrostatic energy $e\phi$. Activity is defined through

$$
\mu_+=\mu_+^0+kT\ln a .
$$

The constant $\mu_+^0$ is the same on both sides because the host material and the reference state are the same.

For dilute ions that do not interact, the logarithm comes from counting. Let $N$ ions occupy $S$ equivalent sites, at most one per site, each with energy $\varepsilon$. The number of arrangements is $W(N)=S!/[N!(S-N)!]$, and the free energy is $F(N)=N\varepsilon-kT\ln W(N)$. Adding one ion changes it by

$$
F(N+1)-F(N)=\varepsilon-kT\ln\frac{W(N+1)}{W(N)} .
$$

In the ratio of the two counts most factors cancel:

$$
\frac{W(N+1)}{W(N)}=\frac{N!\,(S-N)!}{(N+1)!\,(S-N-1)!}=\frac{S-N}{N+1}.
$$

For $1\ll N\ll S$ this is close to $S/N$, hence $\mu_+\approx\varepsilon+kT\ln(N/S)$. In this dilute limit the activity is proportional to the concentration. When ions interact, the definition of $a$ still holds, but the proportionality is lost.

### Equilibrium at one electrode

Let $\phi_{\rm el}$ be the electric potential in the film just outside the thin charged layer at an electrode, and $\phi$ the potential in the metal. Taking one atom from the metal and making an ion in the film and an electron in the metal must cost no free energy at equilibrium:

$$
\mu_{\rm M}=\left(\mu_+^0+kT\ln a+e\phi_{\rm el}\right)+\left(\mu_{\rm e}-e\phi\right).
$$

Here $\mu_{\rm M}$ is the chemical potential of a metal atom and $\mu_{\rm e}$ that of an electron in the metal. The signs in front of $e\phi_{\rm el}$ and $e\phi$ are those of the two charges. Moving $e\phi$ to the left and $\mu_{\rm M}$ to the right gives

$$
e(\phi-\phi_{\rm el})=\mu_+^0+\mu_{\rm e}-\mu_{\rm M}+kT\ln a .
$$

A larger ion activity makes the metal more positive, since ions then deposit more readily and bring positive charge to it until the potential stops the net flow.

Write this equation for electrode 2 and subtract the one for electrode 1. The first three terms on the right are equal for the two electrodes and cancel, leaving

$$
V=\frac{kT}{e}\ln\frac{a_2}{a_1}+\left(\phi_{\rm el,2}-\phi_{\rm el,1}\right).
$$

The second term is the junction potential, the potential difference inside the film. The activity ratio at the electrodes does not determine it; the motion of the ions does.

### The junction potential

Between the electrodes the film is taken to be electrically neutral on average, and the two species have equal activity $a(x)$ at each point $x$. Their electrochemical potentials change over a short distance by

$$
d\tilde\mu_+=kT\,d\ln a+e\,d\phi_{\rm el},\qquad
d\tilde\mu_-=kT\,d\ln a-e\,d\phi_{\rm el}.
$$

Each species is driven by its own gradient, with conductivities $\sigma_+$ and $\sigma_-$. The electric current densities are

$$
j_+=-\frac{\sigma_+}{e}\frac{d\tilde\mu_+}{dx},\qquad
j_-=+\frac{\sigma_-}{e}\frac{d\tilde\mu_-}{dx}.
$$

The sign of $j_-$ is reversed because negative ions moving to the right carry current to the left. With a uniform activity both expressions reduce to Ohm's law, $j_\pm=-\sigma_\pm\,d\phi_{\rm el}/dx$, as they should.

No current is drawn, so $j_++j_-=0$. Divide by the total conductivity and define the shares $t_\pm=\sigma_\pm/(\sigma_++\sigma_-)$, with $t_++t_-=1$. Then $t_+\,d\tilde\mu_+=t_-\,d\tilde\mu_-$, or

$$
t_+\left(kT\,d\ln a+e\,d\phi_{\rm el}\right)=t_-\left(kT\,d\ln a-e\,d\phi_{\rm el}\right).
$$

Collecting the potential on the left gives

$$
(t_++t_-)\,e\,d\phi_{\rm el}=-(t_+-t_-)\,kT\,d\ln a .
$$

The first bracket is one. If the shares are constant through the film, integration from side 1 to side 2 yields

$$
\phi_{\rm el,2}-\phi_{\rm el,1}=-(t_+-t_-)\frac{kT}{e}\ln\frac{a_2}{a_1}.
$$

Only the end values of $a$ remain; the shape of the profile has dropped out. Insert this in the voltage and use $1-t_+=t_-$:

$$
V=(1-t_++t_-)\frac{kT}{e}\ln\frac{a_2}{a_1}
=2t_-\,\frac{kT}{e}\ln\frac{a_2}{a_1}.
$$

For the equal shares of the problem, $t_-=1/2$, the junction potential is zero and

$$
\boxed{V=\frac{kT}{e}\ln\frac{a_2}{a_1}}
$$

This is the Nernst voltage of the concentration cell.

### The number

At 300 K, $kT/e=0.025852$ V. The ratio is $1/0.001=1000$, with $\ln1000=6.90776$. Therefore

$$
V=0.025852\ \mathrm{V}\times6.90776=0.1786\ \mathrm{V}\approx0.18\ \mathrm{V}.
$$

Electrode 2, on the ion-rich side, is positive. Each factor of ten in activity contributes 59.5 mV, and three such factors make up the total.

If the ion had charge $ze$ instead, and the junction potential were still zero, the equilibrium condition would contain $ze(\phi-\phi_{\rm el})$, because $z$ electrons accompany each ion. The same thermal energy would then be divided by a larger charge. For $z=2$ the voltage is half as large, 0.0893 V.

## Comparison of the estimate with the solution

The estimate of 0.175 V lies 2% below the solution, relative to the solution. Two roundings partly cancel: 0.025 V is about 3% below the true thermal voltage, while 7 is about 1% above the true logarithm.

The closeness depends on the factor guessed to be one. The solution shows that this factor is $2t_-$, which can lie anywhere from zero to two. Scaling found the thermal voltage and the logarithm, but it could not know which ions move. The argument from cells in series is satisfied by every constant value of $2t_-$.

## Unequal shares and the case of zero voltage

At the same activities and temperature, the formula gives:

| Share of M$^+$, $t_+$ | Voltage |
|---|---|
| 0.2 | 0.286 V |
| 0.5 | 0.179 V |
| 0.8 | 0.071 V |
| 1.0 | 0 V |

When the negative ions are the more mobile, they tend to run ahead from the rich side to the poor side. This leaves the rich side of the film positive, and the junction potential adds to the electrode term. When M$^+$ is the more mobile, the sign is reversed and the junction subtracts.

The last row can be understood without the transport formula. If M$^+$ is the only mobile species, zero current means that it has no net flow, so its electrochemical potential is uniform. Each electrode is in equilibrium with these same ions and contains the same metal, so the electrons in the two electrodes must also have equal electrochemical potentials. The voltmeter reads zero, however large the activity ratio. A thousandfold ratio is therefore not enough to guarantee 0.18 V; the junction potential must vanish as well.

An energy balance explains the factor $2t_-$. Let a charge $e$ pass through the cell in the direction that it drives by itself, with a current small enough for resistive losses to be neglected. Neutral pairs of ions also diffuse from the rich side to the poor side when no current flows. That diffusion does no electrical work and is left out; only the transfer tied to the charge, which reverses when the current reverses, enters the balance. One M$^+$ enters the film at electrode 1 and one leaves it at electrode 2. Inside the film, the charge is carried by the two species according to their shares: on average $t_+$ positive ions move from side 1 to side 2 and $t_-$ negative ions move from side 2 to side 1. Side 1 thus gains $1-t_+=t_-$ positive ions and $t_-$ negative ions. The net effect is to carry $t_-$ neutral pairs from the rich side to the poor side. Each pair contains two ions and releases $2kT\ln(a_2/a_1)$ of free energy. Equating the electrical work $eV$ to the free energy released by this transfer gives $eV=2t_-kT\ln(a_2/a_1)$ again. If $t_-=0$, no pairs are transferred and there is nothing to pay for the work.

## Which electrode dissolves

Return to equal shares. Before the wire is attached, electrode 2 is at the higher potential. Electrons therefore flow through the wire from electrode 1 to electrode 2.

A simple rate law shows what happens at the surfaces. Let $u=e(\phi-\phi_{\rm el})/kT$. Raising $u$ speeds up dissolution and slows down deposition:

$$
R_{\rm diss}=k_{\rm d}\,e^{(1-\alpha)u},\qquad
R_{\rm dep}=k_{\rm p}\,a\,e^{-\alpha u},
$$

where $k_{\rm d}$ and $k_{\rm p}$ are rate constants, $\alpha$ lies between 0 and 1, and the $e$ carrying an exponent is the base of natural logarithms. The ratio of the rates is

$$
\frac{R_{\rm diss}}{R_{\rm dep}}=\frac{k_{\rm d}}{k_{\rm p}a}\,e^{u}.
$$

It equals one at $u_{\rm eq}=\ln a+\ln(k_{\rm p}/k_{\rm d})$. The difference of the two equilibrium values is $\ln(a_2/a_1)$, in agreement with the Nernst voltage, and $\alpha$ has no effect on it.

Suppose that the surface reactions, not the resistance of the film, limit the current. With the wire attached, both electrodes then have nearly the same $u$, which settles between the two equilibrium values. It is above $u_{\rm eq}$ at electrode 1, where dissolution wins, and below $u_{\rm eq}$ at electrode 2, where deposition wins. Metal is lost on the ion-poor side and gained on the ion-rich side. The activity ratio falls, and the driving voltage falls with it.

For a filament that has not yet bridged the film, this gives a conditional statement about stability. If its tip lies in the ion-poor region and it is joined externally to a flat electrode of the same metal in the ion-rich region, the concentration cell drives the tip to dissolve.

## A sharp filament tip

A small metal tip has an additional reason to dissolve. Treat its end as part of a sphere of radius $R$ with surface energy $\gamma$ per area, and let $\Omega$ be the volume of one atom. For a sphere, $d(\text{area})=8\pi R\,dR$ and $d(\text{volume})=4\pi R^2\,dR$, so the area grows by $2/R$ per unit of added volume. One more atom costs the surface energy

$$
\Delta\mu_{\rm M}=\frac{2\gamma\Omega}{R}.
$$

In the electrode equation $\mu_{\rm M}$ carries a minus sign. The potential of the curved electrode therefore falls by $\Delta\mu_{\rm M}/e$.

Take the rough values $\gamma=1.0$ J/m$^2$, $\Omega=0.017$ nm$^3$ and $R=2.0$ nm. Then

$$
\frac{\Delta\mu_{\rm M}}{e}
=\frac{2(1.0)(0.017\times10^{-27})}{(2.0\times10^{-9})\,e}\ \mathrm{J}
\approx0.106\ \mathrm{V}.
$$

If the tip is electrode 1, on the ion-poor side, $\phi_1$ falls and the voltage rises to about 0.28 V. Curvature and ion activity both favour dissolution of the tip. If the tip is electrode 2, on the ion-rich side, the voltage falls to about 0.07 V because the effects oppose each other. They would balance at a radius of about 1.2 nm; a sharper tip on the rich side would dissolve when joined to the flat electrode. At such sizes a surface energy taken from a flat surface is itself a rough approximation, so these radii indicate a scale. The voltages of 0.28 V and 0.07 V also assume that the tip is the only metal surface exchanging ions on its side. A filament that is joined to its own shaft and to a flat base of M shares one potential with them, and the larger area dominates: with a base of $10^4$ nm$^2$ at the same activity, the reading moves by a few millivolts at most. The tip still tends to dissolve, but the metal then deposits on the base.

## Limits of the model and the real device

**Activities and concentrations.** Suppose the ion densities are roughly $10^{18}$ cm$^{-3}$ on the poor side and $10^{21}$ cm$^{-3}$ on the rich side, in a host of relative permittivity 4. The Coulomb energy of two ions at the mean spacing $n^{-1/3}$, where $n$ is the density, is 0.036 eV and 0.36 eV respectively. The thermal energy is 0.026 eV. The ions interact strongly, especially on the rich side, and a thousandfold concentration ratio need not be a thousandfold activity ratio. An error of a factor of two in the activity ratio shifts the voltage by $(kT/e)\ln2=17.9$ mV. The error can be much larger than that. In this host two opposite ions 0.5 nm apart are bound by 0.72 eV. If most ions are bound in neutral pairs, mass action makes the density of free ions vary as the square root of the total density; a thousandfold ratio of densities then gives a ratio of free ions near 32, and the voltage is halved to 0.089 V.

**Neutrality.** The ideal screening length $\sqrt{\epsilon kT/(2e^2n)}$, with $\epsilon$ the permittivity of the host, is about 1.7 nm on the poor side. It is well below the film thickness, which is a first condition for a neutral interior. For equal shares both species diffuse alike in the ideal model, so diffusion builds up no charge in the interior. The charged layers at the electrodes must still be thin compared with the distance over which the activity changes; otherwise the activity just outside a layer is not well defined, and the voltage can differ from the formula. For unequal shares the screening length must be short compared with the same distance to keep the interior neutral as well. Near the poor electrode these conditions can fail. For a linear profile between the two densities above, the activity at the poor end changes by its own size within 0.02 nm, far less than the screening length. For steady diffusion with constant diffusion coefficients and both densities held at these values at the ends, the junction potential is then smaller in size than the formula gives: the voltage is about 0.26 V instead of 0.286 V for $t_+=0.2$, and about 0.09 V instead of 0.071 V for $t_+=0.8$. Given the strong interactions, and a mean ion spacing of 10 nm on the poor side that exceeds the screening length itself, the calculated screening length is an order of magnitude only.

**Electronic leakage.** Let electrons carry a share $t_{\rm e}=0.1$ of the total conductance, with the two ion species still equal to each other. Assume that ions and electrons do not react with each other inside the film, so that they follow separate paths, and that the surface reactions are fast. Slow surface reactions add their own resistance to the ionic path and lower the terminal voltage further. The ionic source, with resistance $R_{\rm i}$, now drives a current through the electronic path of resistance $R_{\rm e}$. The terminal voltage is

$$
V\frac{R_{\rm e}}{R_{\rm i}+R_{\rm e}}=V(1-t_{\rm e})=0.161\ \mathrm{V}.
$$

The equality follows because each conductance is the inverse of its resistance. The cell also runs down with no external wire attached.

**Fading.** The activity difference is not permanent when both species can move. For ideal diffusion between closed ends, the slowest profile is $\cos(\pi x/L)$, where $L$ is the film thickness. Its second derivative brings down $-\pi^2/L^2$, so its amplitude falls by a factor of 2.718 in

$$
\tau=\frac{L^2}{\pi^2D}.
$$

With a rough common diffusion coefficient $D=10^{-14}$ cm$^2$/s, $\tau$ is about 41 s. It varies inversely with $D$, which is poorly known in such films. The voltage can fall much sooner than this, because it depends on the logarithm of the activities at the two ends: it is halved once the ratio has dropped from 1000 to about 32, and a small amount of material reaching the poor end is enough for that. How soon depends on the starting profile: with the same $D$, the voltage is halved after about 0.3 s from a linear profile, 11 s from a step in the middle of the film and 15 s from an exponential profile.

**Temperature and field.** At 358 K, with the activity ratio held fixed, the voltage is 0.213 V. At 300 K the mean field $V/L$ is 0.089 MV/cm, about 2% of a rough breakdown strength of 5 MV/cm. This is an average: for equal shares the potential difference sits in the thin layers at the electrodes, where the local field can be larger.

**A filament memory cell.** The nearest real case is a memory cell in which metal ions cross a thin insulating film and build a conducting filament. A thickness of 20 nm is reasonable for such a device; the thousandfold ratio and the equal ion shares are choices made for this exercise. Real cells often have one active and one inert electrode. The constants in the two electrode equations then no longer cancel, and the reaction at the inert electrode adds a voltage that can be comparable with the 0.18 V found here. The same-metal result becomes relevant if enough M has been deposited on the inert electrode for it to behave as an M electrode. Even then, the ion shares, leakage and tip curvature must be known before a measured voltage can be converted into an activity ratio.
